Donor diffusion enhanced by charged defects and the built-in field

**Problem**

A donor diffuses in a semiconductor by pairing with a point defect X, which can be neutral (X⁰) or singly negative (X⁻). In intrinsic material the two charge states contribute equally to the donor's diffusivity. The crystal is then doped with this donor until, at the diffusion temperature, the electron density n is ten times the intrinsic density n_i. By what factor does the local donor diffusivity exceed its intrinsic value, when the built-in electric field is included?

The diffusivity D is defined by Fick's law for the donor concentration C,

J = −D dC/dx,

where J is the donor flux. It is a local quantity: it belongs to the place where n = 10 n_i, not to a whole doping profile.

Assume the following.

- The donors are singly charged, fully ionised and free of clusters, and no other dopant is present.
- Electrons and holes obey Boltzmann statistics, with np = n_i² and a spatially constant Fermi level.
- The crystal is locally neutral.
- Defects are at equilibrium everywhere, so the density of X⁰ is uniform. Pairs are in equilibrium with isolated donors and are few compared with them. Isolated donors do not move.

**Hints**

1. "Equal contributions" holds at n = n_i. Which of the two defect densities changes when the Fermi level rises?

2. A donor A⁺ paired with X⁰ is a positive object and feels the field. A donor paired with X⁻ is neutral and does not. Write the flux of each pair separately, and ask on what the density of the neutral pair depends.

3. The potential is tied to the electron density, and the electron density to C by neutrality. This turns the field term into a multiple of dC/dx.

4. Check your field factor in two limits: it should tend to 1 when the doping vanishes, and to a finite number when the doping is heavy.

**Full solution**

*Potential and defect densities.* Let ψ be the electrostatic potential, chosen as zero in intrinsic material, q the elementary charge, and

φ = qψ/(kT).

An electron has potential energy −qψ and a hole +qψ. With a constant Fermi level,

n = n_i e^φ, p = n_i e^(−φ).

The neutral defect has no electrostatic energy, so its density is the same everywhere. The negative defect forms by X⁰ + e⁻ ⇌ X⁻. Mass action makes its density proportional to [X⁰] n, so

[X⁻] = [X⁻]_i n/n_i,

where the subscript i marks the intrinsic value. At n = 10 n_i there are ten times as many negative defects as in intrinsic material, and as many neutral ones as before.

*Flux of a mobile pair.* Let a pair have density w and potential energy u kT. It hops between neighbouring planes a distance a apart, at the rate ν when the energies are equal. An energy difference Δu between planes 1 and 2 changes the forward and backward rates by the factors e^(−Δu/2) and e^(+Δu/2). Their ratio is e^(−Δu), as detailed balance requires. The net flux is

J = aν [w₁ e^(−Δu/2) − w₂ e^(+Δu/2)].

For slow spatial variation, expand about the midpoint: w₁ = w − a w′/2, w₂ = w + a w′/2 and Δu = a u′, where a prime means d/dx. To first order in a, the bracket is

(w − a w′/2)(1 − a u′/2) − (w + a w′/2)(1 + a u′/2) = −a w′ − a w u′.

With the pair diffusivity d = a²ν,

J = −d (w′ + w u′).

The first term is diffusion and the second is drift. They cancel when w is proportional to e^(−u), which is the equilibrium distribution.

*Pair with a neutral defect.* By mass action the density of A⁺X⁰ is proportional to C[X⁰], hence to C, since [X⁰] is uniform. The pair has charge +q, so u = φ. Collecting the pair diffusivity and the constant of proportionality in one coefficient D₀ gives

J₀ = −D₀ (C′ + C φ′).

*Pair with a negative defect.* The density of A⁺X⁻ is proportional to C[X⁻], hence to C e^φ. The pair is neutral, so u = 0 and there is no drift. Let D₋ be its contribution to the diffusivity at n = n_i. Then

J₋ = −D₋ (C e^φ)′
= −D₋ e^φ (C′ + C φ′)
= −D₋ (n/n_i)(C′ + C φ′).

The same bracket has appeared for a different reason. The charged pair is driven by the field. The neutral pair is not, but its density falls along the profile both because C falls and because [X⁻] falls with n. The second gradient has the same effect as a drift term.

*Total flux.* Adding the two contributions,

J = −[D₀ + D₋ n/n_i] (C′ + C φ′).

From φ = ln(n/n_i) we have φ′ = n′/n. It remains to express n′ through C′.

*Neutrality.* The positive charges are holes and ionised donors, the negative ones electrons. (The charge of the few defects and pairs is neglected.) Thus p + C = n, or

C = n − n_i²/n.

Differentiating with respect to n,

dC/dn = 1 + n_i²/n².

Since n′ = C′/(dC/dn), the bracket becomes h C′ with

h = 1 + (C/n)/(dC/dn)
= 1 + (1 − n_i²/n²)/(1 + n_i²/n²)
= 2/(1 + n_i²/n²)
= 2n²/(n² + n_i²).

This is the field factor. To write it in terms of the doping, note that n(dC/dn) = n + p, and that

(n + p)² = (n − p)² + 4np = C² + 4n_i².

Therefore

h = 1 + C/√(C² + 4n_i²).

At vanishing doping h = 1. When C is much larger than n_i, h tends to 2: electrons then nearly match donors in number, φ′ is nearly C′/C, and the second term of the bracket equals the first.

The sign can be checked physically. The potential is highest where the donor density is highest. The electric field −ψ′ therefore points towards lower doping and pushes positive pairs the way they already diffuse, so h exceeds 1.

*The enhancement.* Comparing J = −[D₀ + D₋ n/n_i] h C′ with Fick's law, and dividing by the intrinsic diffusivity D_i = D₀ + D₋,

D/D_i = [(D₀ + D₋ n/n_i)/(D₀ + D₋)] · 2n²/(n² + n_i²).

For equal contributions, D₀ = D₋ = D_i/2. At n = 10 n_i the defect factor is

(1 + 10)/2 = 5.5,

and the field factor is

h = 2 × 100/(100 + 1) = 200/101 ≈ 1.980.

The product is

D/D_i = (11/2)(200/101) = 1100/101 ≈ 10.9.

**The donor diffuses about 10.9 times faster than in intrinsic material.**

As a numerical check, the hopping fluxes were evaluated directly, with planes 0.25 nm apart, a local decay length C/|C′| of 50 nm, and the potential found by solving the neutrality condition numerically. The result at n = 10 n_i was 10.891092, against 10.891089 from the formula.

*Reading the result.* The negative defect now carries 10/11, or about 91%, of the flux, although the two shares were equal in intrinsic material. The factor h multiplies both shares, but only part of it is electrical drift. If the drift of the charged pair is removed while the electron distribution is kept, the neutral-defect share loses its factor h and the total becomes

(1 + 10 × 1.980)/2 ≈ 10.4.

Drift thus supplies only about 0.5 of the 10.9. Most of the effect called "built-in field" comes here from the gradient in the density of negative defects. That gradient and the field are two consequences of the same electron distribution.

*Two limits.* With x = n/n_i and equal contributions, the formula simplifies to

D/D_i = (1 + x) x²/(x² + 1).

For heavy doping this approaches 1 + x, so the diffusivity grows nearly in proportion to the electron density. For weak doping put x = 1 + ε with ε small. Then C ≈ 2ε n_i, the defect factor is 1 + ε/2, and h ≈ 1 + C/(2n_i) ≈ 1 + ε. To first order,

D/D_i ≈ 1 + 3ε/2 ≈ 1 + 3C/(4n_i).

In this limit two thirds of the increase come from h and one third from the larger number of negative defects. At n = 10 n_i the order is reversed: the defect factor is 5.5, while h cannot exceed 2 under Boltzmann statistics.

The enhancement also varies along a profile. Where n has fallen to 3 n_i it is 4 × 9/10 = 3.6, and in the lightly doped tail it returns to 1. A calculation of the whole profile must therefore keep D inside the derivative, as in ∂C/∂t = ∂(D ∂C/∂x)/∂x.

*Numbers for a furnace step.* Consider the drive-in of a heavily doped emitter in silicon near 1000 °C. Rough illustrative values are T = 1273 K, n_i = 10¹⁹ cm⁻³ and D₀ = D₋ = 10⁻¹⁵ cm²/s. These diffusivities are of the order usually tabulated for arsenic; phosphorus is faster, with very unequal shares, and is not described by them. At n = 10²⁰ cm⁻³ the hole density is 10¹⁸ cm⁻³, so C = 9.9 × 10¹⁹ cm⁻³. The diffusivity is

D = 10.89 × 2 × 10⁻¹⁵ cm²/s ≈ 2.2 × 10⁻¹⁴ cm²/s,

or about 2.2 nm²/s. Suppose that C/|C′| = 50 nm at this place. Because C φ′ = (h − 1)C′, the magnitude of the field is

|E| = (kT/q)(h − 1)|C′|/C
= 0.1097 V × 0.980/(50 × 10⁻⁷ cm)
≈ 2.2 × 10⁴ V/cm = 0.022 MV/cm.

The magnitude of the donor flux is

|J| = D C/(50 × 10⁻⁷ cm) ≈ 4.3 × 10¹¹ cm⁻² s⁻¹.

*Which assumptions are safe here?* Local neutrality is a good approximation. With a relative permittivity of roughly 12, the screening length is 0.85 nm, far below 50 nm. Solving the nonlinear Poisson equation for a Gaussian profile with a peak of 20 n_i and a width parameter of 59.3 nm changes D at this doping by −0.01% relative to the neutral result. Halving the grid spacing from 0.50 to 0.25 nm leaves that figure unchanged.

Full ionisation is also reasonable. A screened Coulomb potential binds an electron only if the screening length exceeds the donor Bohr radius divided by 1.19. For a rough effective mass of 0.3 electron masses the radius is 2.1 nm, and the minimum screening length is 1.8 nm. The actual 0.85 nm is shorter, so in this model the donor has no bound level into which electrons could freeze. The model is strained, because a sphere whose radius is the screening length, 0.85 nm, holds only about a quarter of an electron on average. It is also hydrogenic, with a binding energy of 28 meV, whereas arsenic in silicon is bound by about 54 meV. If an unscreened short-range core is added to give that binding energy, the minimum screening length falls to about 0.9 nm. This is so close to the actual value (0.85 nm, or 0.9 nm with Fermi–Dirac statistics) that this test alone does not settle the question for such a donor. The Mott criterion, which strictly describes low temperatures, points the same way: n^(1/3) times the donor Bohr radius is 0.98, well above the value of about 0.25 at which doped semiconductors become metallic.

*Which assumptions fail in a real layer?* Boltzmann statistics are strained, since n is about 40% of the effective density of states of the conduction band, 2.5 × 10²⁰ cm⁻³ for a rough density-of-states mass of 1.1 electron masses. With Fermi–Dirac statistics the Fermi level must rise further to reach the same n. This favours negative defects and strengthens the field, and the enhancement becomes 13.1.

Heavy doping also narrows the band gap. As a rough model, let each band edge move into the gap by an amount that grows linearly with n^(1/3), from zero at n = n_i to 25 meV at n = 10 n_i, with the defect level unmoved. The same n is then reached at a lower Fermi level, and the enhancement falls to 8.2 with Boltzmann statistics. Both effects together give 9.9, about 9% below the ideal answer. This partial cancellation depends on the assumed 25 meV: the combined result would be 11.7 for a shift of 10 meV and 7.5 for 50 meV.

Clustering can matter more. Let 10% of all donors sit in immobile, neutral clusters of four, while the active concentration is held at 9.9 × 10¹⁹ cm⁻³. As a rough model, let the cluster density vary as C⁴. (Mass action would add a power of n for each electron that a neutral cluster binds, which would make the dependence steeper and the reduction found below larger.) The inactive-to-active ratio is 1/9. A change in C then changes the total donor concentration C_tot by

dC_tot/dC = 1 + 4/9 = 13/9.

The flux is unchanged for a given gradient of C, but a diffusivity referred to the gradient of C_tot is multiplied by 9/13. The enhancement drops from 10.9 to 7.5. With the rough inputs used here, degeneracy, band-edge shifts and clusters each change the ideal answer by roughly 20 to 30%.

Defect equilibrium can fail by more. Pairs that diffuse inward and break up release defects there. If these cannot escape fast enough, [X⁰] rises above its equilibrium value. Where it stands at s times that value, both contributions to the diffusivity are multiplied by s, and a gradient of s adds a further term to the flux. The ideal answer is therefore a reference value for defects at equilibrium, not a prediction for every heavily doped layer.

The equality of the two contributions is itself tied to one temperature if their activation energies differ. Suppose that D₋ has the larger activation energy by 0.5 eV. Heating by 50 K then raises D₋/D₀ from 1 to 1.19. With n/n_i held at 10, the enhancement over the new intrinsic diffusivity is 11.7. In a layer of fixed doping, however, heating also raises n_i and so lowers n/n_i. If n_i rises by 30%, roughly as in silicon, the enhancement falls to about 9.

**Variation 1: exchange of tagged donors**

*The total donor concentration is uniform, with n = 10 n_i everywhere, but a fraction of the donors is an isotope whose concentration C* varies in space. By what factor is its diffusivity enhanced?*

The two isotopes are chemically alike, so the electron density follows their sum, which is uniform. Hence φ′ = 0, and [X⁻] is uniform as well. The tagged donors obey the flux law derived above with C replaced by C*:

J* = −[D₀ + D₋ n/n_i] (C*′ + C* φ′)
= −[D₀ + D₋ n/n_i] C*′.

The enhancement is the defect factor alone, 5.5. The donors are as mobile as in the main problem, but here there is neither a field nor a gradient of negative defects. The factor h therefore belongs to a gradient of the total doping, not to the mobility of a single donor. An enhancement measured by isotope exchange must be multiplied by h before it is used for a doping profile, under the assumptions listed in the problem.

**Variation 2: a small doubly negative contribution**

*A doubly negative defect X²⁻ supplies 1% of the intrinsic diffusivity. The neutral and singly negative defects share the rest equally. What is the enhancement at n = 10 n_i?*

The density of X²⁻ is proportional to n², because two electrons are captured. The pair A⁺X²⁻ therefore has a density proportional to C e^(2φ). Its charge is −q, so u = −φ and u′ = −φ′. With D₂ as its contribution at n = n_i, the flux is

J₂ = −D₂ [(C e^(2φ))′ − C e^(2φ) φ′]
= −D₂ e^(2φ) [C′ + 2C φ′ − C φ′]
= −D₂ (n/n_i)² (C′ + C φ′).

The field now opposes the motion of this negative pair, but the steeper gradient of its density more than compensates, and the same bracket returns. The factor h is unchanged. The intrinsic shares are 0.495, 0.495 and 0.01, so

D/D_i = [0.495 + 0.495 × 10 + 0.01 × 100] × 1.980
= 6.445 × 1.980
≈ 12.8.

A share of 1% in intrinsic material has become 1/6.445, or about 16%, of the flux, and the enhancement is 17% larger than without it. A contribution too small to notice at n = n_i can thus matter at high doping, because its weight grows as the square of n/n_i.

The main values used here are listed in the numerical output below.

Table of computed values

```
temperature: 1273 K
thermal voltage kT/q: 0.1097 V
intrinsic density ni: 1.00e+19 cm^-3
electron density n: 1.00e+20 cm^-3
hole density p: 1.00e+18 cm^-3
active donor density C: 9.900e+19 cm^-3
neutral-defect part D0: 1.00e-15 cm^2/s
negative-defect part Dm at n=ni: 1.00e-15 cm^2/s
intrinsic diffusivity Di: 2.00e-15 cm^2/s
defect factor: 5.5000
field factor h: 1.980198
total enhancement, formula: 10.891089
total enhancement, exact fraction: 1100/101
total enhancement, pair hops: 10.891092
doped diffusivity D: 2.1782e-14 cm^2/s
doped diffusivity D: 2.1782 nm^2/s
negative-defect share of flux: 0.9091
tagged-donor exchange enhancement: 5.5000
enhancement without charged-pair drift: 10.4010
local decay length: 50.0 nm
built-in field: 0.02151 MV/cm
donor flux: 4.313e+11 cm^-2 s^-1
hop length in test: 0.25 nm
relative permittivity, rough: 12.0
Gaussian peak C/ni: 20.0
Gaussian width parameter: 59.30 nm
Poisson shift, 0.50 nm grid: -0.0103 %
Poisson shift, 0.25 nm grid: -0.0103 %
density-of-states mass, rough: 1.10 m_e
conduction-band density Nc: 2.531e+20 cm^-3
enhancement with degeneracy: 13.052
band-edge shift, rough: 25 meV
enhancement with edge shifts: 8.224
enhancement with both effects: 9.877
inactive donor fraction: 0.10
enhancement on total donors: 7.540
doubly negative share at n=ni: 0.010
enhancement with that share: 12.762
activation-energy difference: 0.50 eV
temperature rise: 50 K
Dm/D0 after rise: 1.1880
enhancement after rise, n/ni=10: 11.657
bound-electron mass, rough: 0.30 m_e
donor Bohr radius: 2.117 nm
critical inverse screening x radius: 1.1906
minimum screening length to bind: 1.778 nm
actual screening length: 0.849 nm
```
